# Conductance of a wire with a side-coupled Kondo dot: test program

```python
"""
Result under test: a dot side-coupled to site 0 of a chain has, at zero
temperature, the conductance
    G = (e^2/h) * sum over spin of cos^2(pi*n_spin + theta),
    tan(theta) = q = -W/v,
which is (2e^2/h) cos^2(pi*n/2) for W = 0 and no magnetic field.
Symbols: t chain hopping, mu Fermi energy, v = sqrt(4t^2 - mu^2),
W potential on site 0, V dot-chain coupling, eps dot level, U repulsion,
Gamma hybridization half-width, n_spin charge per spin displaced by the dot
(the dot occupation in the wide-band limit), delta scattering phase shift.
All energies are in eV.
Part 1 treats the real chain without interaction: wave matching against
charges from quadrature. Part 2 treats the interacting dot by the numerical
renormalization group (NRG) with a flat band: ground-state charge against
the phase shift extracted from excitation energies.
"""
import numpy as np
from scipy import constants
from scipy.integrate import quad

t = 1.0


# ---------- Part 1: noninteracting dot on the real chain ----------
def transmission_amplitude(mu, V, W, eps):
    """Solve the Schroedinger equation for an incoming wave from the left."""
    k = np.arccos(-mu / (2 * t))
    p = np.exp(1j * k)
    # unknowns: reflected amplitude, transmitted amplitude, psi_0, psi_dot
    a = np.array([
        [mu * p + t * p**2, 0, t, 0],            # site -1
        [0, mu * p + t * p**2, t, 0],            # site +1
        [t * p, t * p, mu - W, -V],              # site 0
        [0, 0, -V, mu - eps]], dtype=complex)    # dot
    b = np.array([-(mu / p + t / p**2), 0, -t / p, 0], dtype=complex)
    return np.linalg.solve(a, b)[1]


def charges(mu, V, W, eps):
    """Displaced charge and dot charge per spin by imaginary-axis quadrature."""
    def integrand(y, whole):
        z = mu + 1j * y
        surface = (z - np.sqrt(z - 2 * t) * np.sqrt(z + 2 * t)) / (2 * t**2)
        g00 = 1 / (z - W - 2 * t**2 * surface)
        g_dot = 1 / (z - eps - V**2 * g00)
        ratio2 = (t * surface)**2
        site_sum = g00**2 * (1 + ratio2) / (1 - ratio2)  # sum of g_j0^2
        return (g_dot * (1 + whole * V**2 * site_sum)).real
    result = []
    for whole in (1, 0):
        total = quad(integrand, 0, 1, args=(whole,), limit=300)[0]
        total += quad(integrand, 1, np.inf, args=(whole,), limit=300)[0]
        result.append(0.5 + total / np.pi)
    return result


cases = [(0.0, 0.2, 0.0, 0.01), (-0.6, 0.8, 0.0, 0.3),
         (-0.6, 0.8, 1.0, -0.4), (0.9, 0.5, -0.7, 0.2)]
chain_rows = []
for mu, V, W, eps in cases:
    v = np.sqrt(4 * t**2 - mu**2)
    T_wave = abs(transmission_amplitude(mu, V, W, eps))**2
    T_bare = abs(transmission_amplitude(mu, 0.0, W, eps))**2
    n_displaced, n_dot = charges(mu, V, W, eps)
    T_charge = np.cos(np.pi * n_displaced - np.arctan(W / v))**2
    T_dot = np.cos(np.pi * n_dot - np.arctan(W / v))**2
    assert abs(T_wave - T_charge) < 1e-6
    # Fano form, with the bare transmission taken from wave matching
    q = -W / v
    width = V**2 * v / (v**2 + W**2)
    x = (mu - eps - q * width) / width
    assert abs(T_wave - T_bare * (x + q)**2 / (x**2 + 1)) < 1e-10
    # current formula: -v Im G_00, by direct inversion of the 2x2 problem
    G = np.linalg.inv(np.array([[1j * v - W, -V], [-V, mu - eps]]))
    assert abs(T_wave + v * G[0, 0].imag) < 1e-10
    chain_rows.append((mu, V, W, eps, 2 * n_displaced, 2 * n_dot,
                       T_wave, T_charge, T_dot))
# dot occupation alone must fail when the coupling is strong
assert abs(chain_rows[1][8] - chain_rows[1][6]) > 0.01

# ---------- Part 2: interacting dot, NRG ----------
D, Gamma, U = 2.0, 0.02, 0.2
LAM, SITES, KEEP = 3.0, 21, 240
A_LAM = 0.5 * (1 + 1 / LAM) / (1 - 1 / LAM) * np.log(LAM)
V_bath = np.sqrt(2 * D * Gamma * A_LAM / np.pi)
m = np.arange(SITES - 1)
HOPS = (D * (1 + 1 / LAM) / 2 * LAM**(-m / 2) * (1 - LAM**(-m - 1.0))
        / np.sqrt((1 - LAM**(-2.0 * m - 1)) * (1 - LAM**(-2.0 * m - 3))))

STEP = ((1, 0), (0, 1))                      # adding a spin-up, spin-down
OCC = ((0, 0), (1, 0), (0, 1), (1, 1))       # states of a newly added site
# (state before, state after, sign) for old-site creation * new-site removal
MOVE = (((1, 0, 1), (3, 2, -1)), ((2, 0, 1), (3, 1, 1)))
# (state before, state after, sign) for creation on the new site
CREATE = (((0, 1, 1), (2, 3, 1)), ((0, 2, 1), (1, 3, -1)))


def shift(a, b, sign=1):
    return (a[0] + sign * b[0], a[1] + sign * b[1])


def bath_green(z):
    """End-site Green function of the bath chain by continued fraction."""
    value = z
    for hop in HOPS[::-1]:
        value = z - hop**2 / value
    return 1 / value


def nrg(eps, U, field=0.0):
    """Return dot charges, phase shifts and quasiparticle widths per spin."""
    up, down = eps - field / 2, eps + field / 2
    energy = {(0, 0): np.array([0.0]), (1, 0): np.array([up]),
              (0, 1): np.array([down]), (1, 1): np.array([up + down + U])}
    one = np.ones((1, 1))
    create = [{(0, 0): one, (0, 1): one}, {(0, 0): one, (1, 0): -one}]
    number = [{key: key[s] * one for key in energy} for s in (0, 1)]
    for hop in np.concatenate(([V_bath], HOPS)):
        solved = {}
        for key in {shift(old, o) for old in energy for o in OCC}:
            rows, size, diagonal = {}, 0, []
            for s, o in enumerate(OCC):
                old = shift(key, o, -1)
                if old in energy:
                    rows[s] = slice(size, size + len(energy[old]))
                    size += len(energy[old])
                    diagonal.append(energy[old])
            h = np.diag(np.concatenate(diagonal))
            for spin in (0, 1):
                for s, s2, sign in MOVE[spin]:
                    if s in rows and s2 in rows:
                        old = shift(key, OCC[s], -1)
                        block = hop * sign * create[spin][old]
                        h[rows[s2], rows[s]] += block
                        h[rows[s], rows[s2]] += block.T
            w, vec = np.linalg.eigh(h)
            solved[key] = (w, vec, rows)
        levels = np.sort(np.concatenate([x[0] for x in solved.values()]))
        ground = levels[0]
        top = levels[min(KEEP, len(levels)) - 1] - ground
        cut = ground + top * (1 + 1e-6)
        kept = {}
        for key, (w, vec, rows) in solved.items():
            count = int(np.sum(w <= cut))
            if count:
                kept[key] = (w[:count] - ground, vec[:, :count], rows)
        new_create, new_number = [{}, {}], [{}, {}]
        for key, (w, vec, rows) in kept.items():
            for spin in (0, 1):
                target = shift(key, STEP[spin])
                if target in kept:
                    w2, vec2, rows2 = kept[target]
                    matrix = np.zeros((len(w2), len(w)))
                    for s, s2, sign in CREATE[spin]:
                        if s in rows and s2 in rows2:
                            matrix += sign * vec2[rows2[s2]].T @ vec[rows[s]]
                    new_create[spin][key] = matrix
                matrix = np.zeros((len(w), len(w)))
                for s, r in rows.items():
                    old = shift(key, OCC[s], -1)
                    matrix += vec[r].T @ number[spin][old] @ vec[r]
                new_number[spin][key] = matrix
        energy = {key: x[0] for key, x in kept.items()}
        create, number = new_create, new_number
    best = min(energy, key=lambda key: energy[key][0])
    occupation, phase, widths = [], [], []
    for spin in (0, 1):
        occupation.append(number[spin][best][0, 0])
        particle = energy[shift(best, STEP[spin])][0] - energy[best][0]
        hole = energy[best][0] - energy[shift(best, STEP[spin], -1)][0]
        gp, gh = bath_green(particle), bath_green(hole)
        # free quasiparticle level e, coupling c: w - e = c^2 g(w) at both w
        e_over_c2 = (gp * hole - gh * particle) / (particle - hole)
        phase.append(np.arctan2(1.0, e_over_c2 * 2 * D * A_LAM / np.pi))
        c2 = (particle - hole) / (gp - gh)
        widths.append(np.pi * c2 / (2 * D * A_LAM))
    return np.array(occupation), np.array(phase), np.array(widths)


# the discretized bath must reproduce a flat hybridization
assert abs(bath_green(0.01j) * 2 * D * A_LAM / np.pi + 1j) < 0.01

# NRG without interaction against single-particle diagonalization
free_n, free_phase, _ = nrg(0.02, 0.0)
off = np.concatenate(([V_bath], HOPS))
h1 = np.diag(off, 1) + np.diag(off, -1)
h1[0, 0] = 0.02
w1, u1 = np.linalg.eigh(h1)
free_exact = np.sum(u1[0, w1 < 0]**2)
assert np.max(abs(free_n - free_exact)) < 3e-3

# background scatterer for the Fano line; Gamma is held fixed
W_fano, v0 = 1.0, 2 * t
q_fano = -W_fano / v0
theta = np.arctan(q_fano)
T_background = abs(transmission_amplitude(0.0, 0.0, W_fano, 0.5))**2
V_fano = np.sqrt(Gamma * (v0**2 + W_fano**2) / v0)

sweep = {}
for eps in (-0.18, -0.10, -0.06, -0.02, 0.02, 0.06):
    occ, phase, widths = nrg(eps, U)
    # tolerance: finite bandwidth (order Gamma/D) and NRG truncation
    assert np.max(abs(occ - phase / np.pi)) < 0.01
    T_phase = np.mean(np.cos(phase)**2)
    T_charge = np.cos(np.pi * occ.sum() / 2)**2
    assert abs(T_phase - T_charge) < 0.03
    T_fano = np.mean(np.cos(phase + theta)**2)
    sweep[eps] = (occ.sum(), phase.mean() / np.pi, T_phase, T_charge,
                  T_fano, widths.mean())
assert abs(sweep[-0.18][0] + sweep[-0.02][0] - 2) < 5e-3
assert abs(sweep[-0.10][0] - 1) < 2e-3 and sweep[-0.10][2] < 1e-3
assert abs(sweep[-0.10][4] - (1 - T_background)) < 0.01
assert abs(sweep[-0.18][4] - sweep[-0.02][4]) > 0.05
assert 0 < sweep[-0.10][5] < 0.2 * Gamma

# same detuning from the symmetric point, but no interaction
V_plain = np.sqrt(Gamma * v0)
T_free_detuned = abs(transmission_amplitude(0.0, V_plain, 0.0, 0.04))**2
assert sweep[-0.06][2] < 0.1 < T_free_detuned

# a field that breaks the screening reopens the wire at the same charge
field = 0.05
occ_B, phase_B, _ = nrg(-U / 2, U, field)
T_field = np.mean(np.cos(phase_B)**2)
T_field_charge = np.mean(np.cos(np.pi * occ_B)**2)
assert np.max(abs(occ_B - phase_B / np.pi)) < 0.01
assert abs(occ_B.sum() - 1) < 5e-3 and T_field > 0.7
assert abs(T_field - T_field_charge) < 0.03

# ---------- printed results ----------
G0 = 2 * constants.e**2 / constants.h * 1e6
print("T = conductance in units of 2e^2/h; n = charge, both spins")
print(f"2e^2/h = {G0:.3f} microsiemens; chain hopping t = {t:.1f} eV")
print("Noninteracting chain tests (energies in eV):")
for mu, V, W, eps, nt, nd, Tw, Tc, Td in chain_rows:
    print(f" mu={mu:.1f} V={V:.1f} W={W:.1f} eps={eps:.2f}:"
          f" n displaced={nt:.4f}, n dot={nd:.4f}")
    print(f"   T wave={Tw:.5f}, T from displaced n={Tc:.5f},"
          f" T from dot n={Td:.5f}")
print(f"Interacting dot: U={U:.2f} eV, Gamma={Gamma:.3f} eV,"
      f" flat band half-width={D:.1f} eV")
print(f"NRG: Lambda={LAM:.1f}, bath sites={SITES}, states kept={KEEP}")
print(f"V for W=0: {V_plain:.3f} eV")
print(f"U=0 check, level 0.02 eV: n NRG={free_n.sum():.4f},"
      f" n diagonalization={2 * free_exact:.4f}")
print("Gate sweep (level = shifted dot level in eV):")
for eps, (n, d, Tp, Tc, Tf, _) in sweep.items():
    print(f" level={eps:.2f}: n={n:.4f}, delta/pi={d:.4f},"
          f" T phase={Tp:.4f}, T charge={Tc:.4f}")
print(f"Quasiparticle half-width at n=1: {sweep[-0.10][5]:.1e} eV")
print(f"U=0 dot detuned by 0.04 eV: T={T_free_detuned:.4f}")
print(f"Zeeman splitting {field:.2f} eV, level {-U / 2:.2f} eV:")
print(f" n up={occ_B[0]:.4f}, n down={occ_B[1]:.4f}")
print(f" delta/pi up={phase_B[0] / np.pi:.4f},"
      f" down={phase_B[1] / np.pi:.4f}")
print(f" T phase={T_field:.4f}, T charge={T_field_charge:.4f},"
      f" G={T_field * G0:.2f} microsiemens")
print(f"Fano wire: W={W_fano:.1f} eV, v={v0:.1f} eV, V={V_fano:.4f} eV")
print(f" q={q_fano:.3f}, theta={theta:.4f} rad, T_b={T_background:.4f}")
print(f" level shift q*Gamma={q_fano * Gamma:.4f} eV")
print(f" Fano zero at n={1 - 2 * theta / np.pi:.4f},"
      f" unit transmission at n={-2 * theta / np.pi:.4f}")
for eps, row in sweep.items():
    print(f" level={eps:.2f} eV: n={row[0]:.4f}, T Fano={row[4]:.4f}")
print(f" G at n=1 with W: {sweep[-0.10][4] * G0:.2f} microsiemens")
print("all tests passed")
```

Printed output:

```
T = conductance in units of 2e^2/h; n = charge, both spins
2e^2/h = 77.481 microsiemens; chain hopping t = 1.0 eV
Noninteracting chain tests (energies in eV):
 mu=0.0 V=0.2 W=0.0 eps=0.01: n displaced=0.7048, n dot=0.7047
   T wave=0.20000, T from displaced n=0.20000, T from dot n=0.20013
 mu=-0.6 V=0.8 W=0.0 eps=0.30: n displaced=0.2271, n dot=0.2016
   T wave=0.87802, T from displaced n=0.87802, T from dot n=0.90304
 mu=-0.6 V=0.8 W=1.0 eps=-0.40: n displaced=0.8525, n dot=0.8157
   T wave=0.42925, T from displaced n=0.42925, T from dot n=0.48693
 mu=0.9 V=0.5 W=-0.7 eps=0.20: n displaced=1.8829, n dot=1.9138
   T wave=0.96446, T from displaced n=0.96446, T from dot n=0.94434
Interacting dot: U=0.20 eV, Gamma=0.020 eV, flat band half-width=2.0 eV
NRG: Lambda=3.0, bath sites=21, states kept=240
V for W=0: 0.200 eV
U=0 check, level 0.02 eV: n NRG=0.4976, n diagonalization=0.4977
Gate sweep (level = shifted dot level in eV):
 level=-0.18: n=1.3514, delta/pi=0.6751, T phase=0.2733, T charge=0.2750
 level=-0.10: n=1.0000, delta/pi=0.5000, T phase=0.0000, T charge=0.0000
 level=-0.06: n=0.8987, delta/pi=0.4492, T phase=0.0253, T charge=0.0251
 level=-0.02: n=0.6486, delta/pi=0.3249, T phase=0.2733, T charge=0.2750
 level=0.02: n=0.3160, delta/pi=0.1597, T phase=0.7687, T charge=0.7732
 level=0.06: n=0.1718, delta/pi=0.0880, T phase=0.9255, T charge=0.9289
Quasiparticle half-width at n=1: 1.3e-03 eV
U=0 dot detuned by 0.04 eV: T=0.8000
Zeeman splitting 0.05 eV, level -0.10 eV:
 n up=0.9402, n down=0.0598
 delta/pi up=0.9380, down=0.0620
 T phase=0.9626, T charge=0.9651, G=74.58 microsiemens
Fano wire: W=1.0 eV, v=2.0 eV, V=0.2236 eV
 q=-0.500, theta=-0.4636 rad, T_b=0.8000
 level shift q*Gamma=-0.0100 eV
 Fano zero at n=1.2952, unit transmission at n=0.2952
 level=-0.18 eV: n=1.3514, T Fano=0.0075
 level=-0.10 eV: n=1.0000, T Fano=0.2000
 level=-0.06 eV: n=0.8987, T Fano=0.3408
 level=-0.02 eV: n=0.6486, T Fano=0.7205
 level=0.02 eV: n=0.3160, T Fano=0.9986
 level=0.06 eV: n=0.1718, T Fano=0.9654
 G at n=1 with W: 15.50 microsiemens
all tests passed
```
